\section*{Preconditioned Conjugate Gradients from the M Inner Product}

\section{Conjugate gradients in the inner product of the preconditioner}

\subsection{What a change of variables permits}

Let $A$ be a real symmetric positive definite $n\times n$ matrix. We seek the solution $x_*$ of $Ax=b$, and write $r=b-Ax$ for the residual of an approximation $x$. Introduce new variables by $x=Sx'$, with $S$ invertible, and multiply the equation by $S^T$. The system keeps its symmetric form, with
\begin{equation}
A'=S^TAS,\qquad b'=S^Tb,\qquad r'=S^Tr .
\label{eq:transform}
\end{equation}
Thus $x$ and $r$ transform differently. A diagonal $S$ describes a change of units: if the components of $x$ carry different units, $r^Tr$ adds unlike quantities, and a multiple of $r$ cannot be added to $x$. A residual must first be converted into a correction $z$ that transforms like $x$. Let
\begin{equation}
Mz=r,\qquad M'=S^TMS .
\label{eq:solve}
\end{equation}
Then $S^TMSz'=S^Tr$ gives $z'=S^{-1}z$, as required. We take $M$ symmetric positive definite and call it the preconditioner.

For a search direction $p$, which also transforms like $x$, the simplest invariant scalars are $r^Tz$ and $p^TAp$. Replacing $M$ by $cM$, with $c>0$, changes $z$ to $z/c$. If $p$ scales in the same way, a step $\alpha p$ is unchanged when $\alpha$ becomes $c\alpha$. The ratio $r^Tz/p^TAp$ scales as $c^{-1}/c^{-2}=c$. This suggests
\begin{equation}
\alpha\propto\frac{r^Tz}{p^TAp},\qquad
\beta\propto\frac{(r^Tz)_{\rm new}}{(r^Tz)_{\rm old}}
\label{eq:form}
\end{equation}
for the step length and for the coefficient that carries the old direction into the new one. Symmetry does not supply the numerical factors or prove that the method works; the derivation below does both.

\subsection{The operator and its inner product}

Multiplying $Ax=b$ by $M^{-1}$ gives
\begin{equation}
Bx=c,\qquad B=M^{-1}A,\qquad c=M^{-1}b .
\label{eq:system}
\end{equation}
Since $B^T=AM^{-1}$, $B$ is symmetric in the ordinary sense only if $A$ and $M^{-1}$ commute. Define instead
\begin{equation}
\langle u,v\rangle_M=u^TMv .
\label{eq:inner}
\end{equation}
This is an inner product because $M$ is symmetric and positive definite. In it,
\begin{equation}
\langle u,Bv\rangle_M=u^TMM^{-1}Av=u^TAv
=(Au)^TM^{-1}Mv=\langle Bu,v\rangle_M ,
\label{eq:selfadjoint}
\end{equation}
and $\langle u,Bu\rangle_M=u^TAu>0$ for $u\ne0$. So $B$ is self-adjoint and positive definite in this inner product, which is all that conjugate gradients requires. For complex Hermitian matrices, transposes become adjoints.

\subsection{The plain method in any inner product}

Let $\langle\cdot,\cdot\rangle$ be any real inner product in which $B$ is self-adjoint and positive definite. Consider
\begin{equation}
\phi(x)=\tfrac12\langle x,Bx\rangle-\langle c,x\rangle ,
\qquad z=c-Bx .
\label{eq:functional}
\end{equation}
Self-adjointness makes the two cross terms equal, so for any vector $d$
\begin{equation}
\phi(x+d)=\phi(x)-\langle z,d\rangle+\tfrac12\langle d,Bd\rangle .
\label{eq:expand}
\end{equation}
At $x=x_*$ we have $z=0$, so $x_*$ is the unique minimum. Setting $d=\alpha p$ and differentiating with respect to $\alpha$ gives
\begin{equation}
\alpha_k=\frac{\langle z_k,p_k\rangle}{\langle p_k,Bp_k\rangle}.
\label{eq:line}
\end{equation}
Start with $p_0=z_0$ and define
\begin{equation}
x_{k+1}=x_k+\alpha_kp_k,\quad
z_{k+1}=z_k-\alpha_kBp_k,\quad
p_{k+1}=z_{k+1}+\beta_kp_k .
\label{eq:recur}
\end{equation}
We choose $\beta_k$ so that $\langle p_{k+1},Bp_k\rangle=0$, and show by induction that, for $i\ne j$,
\begin{equation}
\langle z_i,z_j\rangle=0,\qquad \langle p_i,Bp_j\rangle=0 .
\label{eq:orth}
\end{equation}

Suppose \eqref{eq:orth} holds for indices up to $k$, and $z_k\ne0$. By \eqref{eq:recur}, $p_{k-1}$ is a combination of $z_0,\dots,z_{k-1}$, so $\langle z_k,p_{k-1}\rangle=0$. Hence $\langle z_k,p_k\rangle=\langle z_k,z_k\rangle>0$. This shows that $p_k\ne0$ and turns \eqref{eq:line} into
\begin{equation}
\alpha_k=\frac{\langle z_k,z_k\rangle}{\langle p_k,Bp_k\rangle}>0 .
\label{eq:alpha}
\end{equation}

Now take $j\le k$ and use $z_j=p_j-\beta_{j-1}p_{j-1}$, with the last term absent for $j=0$:
\begin{align}
\langle z_{k+1},z_j\rangle
&=\langle z_k,z_j\rangle-\alpha_k\langle Bp_k,z_j\rangle\notag\\
&=\langle z_k,z_j\rangle-\alpha_k\langle p_k,Bp_j\rangle
+\alpha_k\beta_{j-1}\langle p_k,Bp_{j-1}\rangle .
\label{eq:zproof}
\end{align}
For $j<k$ every term vanishes by hypothesis. For $j=k$ the last term vanishes and the first two cancel by \eqref{eq:alpha}. The new residual is therefore orthogonal to all earlier ones.

For the directions, \eqref{eq:recur} gives $Bp_j=(z_j-z_{j+1})/\alpha_j$, so
\begin{equation}
\langle p_{k+1},Bp_j\rangle
=\frac{\langle z_{k+1},z_j\rangle-\langle z_{k+1},z_{j+1}\rangle}{\alpha_j}
+\beta_k\langle p_k,Bp_j\rangle .
\label{eq:pproof}
\end{equation}
For $j<k$ the right side is zero, so no older direction has to be stored or subtracted. For $j=k$ it equals $-\langle z_{k+1},z_{k+1}\rangle/\alpha_k+\beta_k\langle p_k,Bp_k\rangle$. Setting this to zero and inserting \eqref{eq:alpha} yields
\begin{equation}
\beta_k=\frac{\langle z_{k+1},z_{k+1}\rangle}{\langle z_k,z_k\rangle}.
\label{eq:beta}
\end{equation}
This completes the induction. If $z_k=0$, then $x_k$ is the solution and the process stops.

\subsection{The cancellation of M}

Put the inner product \eqref{eq:inner} into these formulas. Since $z=M^{-1}(b-Ax)=M^{-1}r$,
\begin{equation}
\langle z,z\rangle_M=z^TMz=r^Tz,\qquad
\langle p,Bp\rangle_M=p^TAp .
\label{eq:cancel}
\end{equation}
Multiplying the recurrence for $z$ by $M$ gives $r_{k+1}=r_k-\alpha_kAp_k$. The complete method is: choose $x_0$, set $r_0=b-Ax_0$, solve $Mz_0=r_0$, set $p_0=z_0$, and repeat
\begin{align}
\alpha_k&=\frac{r_k^Tz_k}{p_k^TAp_k}, &
x_{k+1}&=x_k+\alpha_kp_k,\notag\\
r_{k+1}&=r_k-\alpha_kAp_k, &
Mz_{k+1}&=r_{k+1},\notag\\
\beta_k&=\frac{r_{k+1}^Tz_{k+1}}{r_k^Tz_k}, &
p_{k+1}&=z_{k+1}+\beta_kp_k .
\label{eq:pcg}
\end{align}
Both factors of proportionality in \eqref{eq:form} are one. Each step needs one product with $A$ and one solve with $M$. The solve may be any procedure that applies a fixed symmetric positive definite $M^{-1}$; the entries of $M$ need not be known.

The orthogonality relations \eqref{eq:orth} become $r_i^TM^{-1}r_j=0$ and $p_i^TAp_j=0$. The ordinary products $r_i^Tr_j$ need not vanish.

A factorization $M=LL^T$ leads to the same approximations. Let $\hat A=L^{-1}AL^{-T}$ and map each $u$ to $\hat u=L^Tu$. Then
\begin{equation}
\hat u^T\hat v=u^TLL^Tv=\langle u,v\rangle_M,\qquad
L^TBu=L^{-1}Au=\hat A\hat u .
\label{eq:factor}
\end{equation}
The map preserves every scalar in the method and carries $B$ into $\hat A$. Ordinary conjugate gradients for $\hat A\hat x=L^{-1}b$, started at $L^Tx_0$, therefore produces $\hat x_k=L^Tx_k$. This holds for the Cholesky factor and for $L=M^{1/2}$, and \eqref{eq:pcg} needs neither.

\subsection{A two-by-two calculation}

Take
\begin{equation}
A=\begin{pmatrix}2&1\\1&2\end{pmatrix},\quad
M=\begin{pmatrix}1&0\\0&2\end{pmatrix},\quad
b=\begin{pmatrix}1\\0\end{pmatrix},\quad x_0=0 .
\label{eq:small}
\end{equation}
Here $r_0=z_0=p_0=(1,0)^T$ and $Ap_0=(2,1)^T$, so $\alpha_0=1/2$. Then $x_1=(1/2,0)^T$, $r_1=(0,-1/2)^T$ and $z_1=(0,-1/4)^T$. Hence $r_1^Tz_1=1/8$, $\beta_0=1/8$ and $p_1=(1/8,-1/4)^T$. Next, $Ap_1=(0,-3/8)^T$ and $p_1^TAp_1=3/32$, so $\alpha_1=(1/8)/(3/32)=4/3$ and
\begin{equation}
x_2=\begin{pmatrix}1/2\\0\end{pmatrix}
+\frac43\begin{pmatrix}1/8\\-1/4\end{pmatrix}
=\begin{pmatrix}2/3\\-1/3\end{pmatrix},
\label{eq:smallanswer}
\end{equation}
which solves the system.

With the same $B$ but ordinary dot products, $z_1^Tz_1=1/16$ replaces $1/8$, so $\beta_0=1/16$. The second step then ends at $(7/12,-1/3)^T$, with residual $(1/6,1/12)^T$. The matrix $B$ is not symmetric in that inner product, and termination in two steps is lost.

\subsection{What M changes, and how fast the error falls}

Let $e_k=x_*-x_k$. Expanding about $x_*$ with \eqref{eq:expand} gives
\begin{equation}
\phi(x_k)-\phi(x_*)=\tfrac12\langle e_k,Be_k\rangle_M
=\tfrac12e_k^TAe_k\equiv\tfrac12\|e_k\|_A^2 .
\label{eq:energy}
\end{equation}
The measure of error does not depend on $M$. The search space does. By \eqref{eq:recur}, $p_0,\dots,p_{k-1}$ lie in
\begin{equation}
\mathcal K_k=\operatorname{span}\{z_0,Bz_0,\dots,B^{k-1}z_0\},
\label{eq:krylov}
\end{equation}
and they span it, because they are $k$ independent vectors. For $d\in\mathcal K_k$, $\langle z_k,d\rangle_M=0$, so \eqref{eq:expand} gives $\phi(x_k+d)\ge\phi(x_k)$. Thus $x_k$ has the smallest energy-norm error in $x_0+\mathcal K_k$.

By the spectral theorem in the $M$ inner product, there are vectors with
\begin{equation}
Av_i=\mu_iMv_i,\quad v_i^TMv_j=\delta_{ij},\quad
0<\mu_1\le\dots\le\mu_n .
\label{eq:eigen}
\end{equation}
Write $e_0=\sum_ia_iv_i$. Since $z_0=Be_0$, every error available at step $k$ is $q(B)e_0$, where $q$ is a polynomial of degree at most $k$ with $q(0)=1$. Minimality then gives, for each such $q$,
\begin{equation}
\|e_k\|_A^2\le\sum_i\mu_iq(\mu_i)^2a_i^2
\le\max_i q(\mu_i)^2\,\|e_0\|_A^2 .
\label{eq:poly}
\end{equation}
If there are $m$ distinct eigenvalues, the product of $1-\mu/\mu_i$ over them vanishes on the whole spectrum, so the method ends in at most $m$ steps. In the limit $M=A$, $B$ is the identity and one step suffices, but the solve is then the original problem. In the limit $M=I$, \eqref{eq:pcg} is ordinary conjugate gradients.

For a bound in terms of $\kappa=\mu_n/\mu_1>1$, use the Chebyshev polynomial $T_k(\cos\theta)=\cos k\theta$ and
\begin{equation}
q(\mu)=\frac{T_k\!\left(\dfrac{\mu_n+\mu_1-2\mu}{\mu_n-\mu_1}\right)}
{T_k(\eta)},\qquad \eta=\frac{\kappa+1}{\kappa-1}.
\label{eq:cheb}
\end{equation}
Clearly $q(0)=1$, and the numerator has magnitude at most one on the spectrum. With $s=(\sqrt\kappa+1)/(\sqrt\kappa-1)$ one finds $(s+s^{-1})/2=\eta$. The identity $T_k((s+s^{-1})/2)=(s^k+s^{-k})/2$ gives $T_k(\eta)\ge s^k/2$, and therefore
\begin{equation}
\frac{\|e_k\|_A}{\|e_0\|_A}\le
2\left(\frac{\sqrt\kappa-1}{\sqrt\kappa+1}\right)^k .
\label{eq:bound}
\end{equation}

The energy error is not known during a calculation, but $r_k^Tz_k$ is. If $e_k=\sum_if_iv_i$, then $r_k^Tz_k=\sum_i\mu_i^2f_i^2$ and $\|e_k\|_A^2=\sum_i\mu_if_i^2$. Hence
\begin{equation}
\mu_1\|e_k\|_A^2\le r_k^Tz_k\le\mu_n\|e_k\|_A^2 .
\label{eq:stop}
\end{equation}
Replacing $M$ by $cM$ divides both $r_k^Tz_k$ and the $\mu_i$ by $c$ and leaves the error unchanged, so the size of $r_k^Tz_k$ alone means nothing. Using \eqref{eq:stop} at steps $k$ and $0$ gives the invariant form $\|e_k\|_A^2/\|e_0\|_A^2\le\kappa\,r_k^Tz_k/r_0^Tz_0$. A small ratio $r_k^Tz_k/r_0^Tz_0$ is thus a reliable stopping signal when $\kappa$ is not large.

\subsection{An electron in a one-dimensional well}

In Hartree atomic units, consider a periodic box of length 18 bohr and the well
\begin{equation}
V(x)=-D\,e^{-x^2/2w^2},\quad D=1\ \text{hartree},\quad w=2\ \text{bohr}.
\label{eq:well}
\end{equation}
We compute the Green's function at $E=-1.25$ hartree for a point source at $x=2$ bohr. On a grid of spacing $h$, $b$ is $1/h$ at the source and zero elsewhere. The matrices are
\begin{equation}
A=T+V-E,\qquad M=T-E=T+|E| ,
\label{eq:model}
\end{equation}
where $T$ has eigenvalues $k^2/2$ on the plane waves of the grid. A solve with $M$ is a Fourier transform, a division by $k^2/2+|E|$, and a transform back. Starting from $x_0=0$, the first direction $z_0=M^{-1}b$ is the Green's function of a free electron.

Because $-D\le V\le0$ and $u^TMu\ge|E|u^Tu$,
\begin{equation}
1-\frac{D}{|E|}\le\frac{u^TAu}{u^TMu}
=1+\frac{u^TVu}{u^TMu}\le1 .
\label{eq:rayleigh}
\end{equation}
All $\mu_i$ lie between $0.2$ and $1$, so $A$ is positive definite and $\kappa\le5$ on every grid. The computed value is $2.86$ on all three grids below. Steps are counted until the energy-norm error, relative to its initial value, is at most $10^{-8}$. This error is measured against a direct solution.

\begin{center}
\begin{tabular}{ccccc}
$n$ & $h$ (bohr) & $\kappa(A)$ & steps, $M=I$ & steps, $M=T-E$\\
45 & 0.400 & 64.4 & 32 & 9\\
135 & 0.133 & 577 & 99 & 9\\
405 & 0.044 & 5221 & 308 & 10
\end{tabular}
\end{center}

The largest kinetic energy is close to $(\pi/h)^2/2$, so dividing $h$ by three multiplies $\kappa(A)$ by about nine. For large $\kappa$, the number of steps that \eqref{eq:bound} guarantees to suffice grows as $\sqrt\kappa$, here by a factor of three. The unpreconditioned counts also triple, but the table does not show that $\kappa$ alone sets them. The bound asks for 77, 230 and 691 steps, more than $n$ on each grid, and $n$ triples as well. At $h=0.4$ bohr, enlarging the box to 144 bohr moves $\kappa(A)$ only from 64 to 67 but raises the count from 32 to 56. The two larger counts also include some rounding loss: with the search vectors reorthogonalized they are 95 and 286.

For the preconditioned method at $n=135$, the factor in \eqref{eq:bound} is $0.257$. The bound reaches $10^{-8}$ when $k\ge\ln(2\times10^8)/(-\ln0.257)\approx14.1$, that is, after 15 steps; 9 were enough. At step 8 the relative error is $2.2\times10^{-7}$ and the bound is $3.8\times10^{-5}$.

The bound \eqref{eq:bound} uses only $\mu_1$ and $\mu_n$ and ignores how the other eigenvalues are distributed. In this model they gather near one, and this gives a second bound. Let $t_i$ be the kinetic eigenvalues in increasing order, and let $\mathcal S$ be orthogonal to the lowest $i-1$ kinetic eigenvectors. Some nonzero $u\in\mathcal S$ lies in the span of $v_1,\dots,v_i$, where the quotient in \eqref{eq:rayleigh} is at most $\mu_i$. On $\mathcal S$ that quotient is at least $1-D/(t_i+|E|)$, so $\mu_i$ is too. Now put the roots of $q$ in \eqref{eq:poly} at $\mu_1,\dots,\mu_k$. For the remaining $\mu_j$, $0\le\mu_j/\mu_i-1\le(1-\mu_i)/\mu_i$, and
\begin{equation}
\frac{\|e_k\|_A}{\|e_0\|_A}\le\prod_{i=1}^k\frac{1-\mu_i}{\mu_i}
\le\prod_{i=1}^k\frac{D}{t_i+|E|-D}.
\label{eq:super}
\end{equation}
The first factors exceed one in the last product, but later ones fall towards zero as $t_i$ grows. The factor per step thus keeps shrinking over the range of $t_i$ that the grid holds, whereas in \eqref{eq:bound} it is fixed. The last product shows this trend but is far too large to predict a count: with $t=(2\pi m/18)^2/2$ for integer $m$ it still exceeds one hundred at $k=9$. The middle product, which uses the eigenvalues themselves, is much sharper. On a grid of 81 points it falls below $10^{-8}$ after 12 steps, against 15 for \eqref{eq:bound}.

The Green's function at the source is $0.816$, $0.869$ and $0.887$ $(\text{hartree bohr})^{-1}$ on the three grids. The free values are $0.552$, $0.605$ and $0.623$, against $1/\sqrt{2|E|}=0.632$ for the infinite line without a grid. The free value is a sum of the positive terms $1/(k^2/2+|E|)$ divided by the box length. The grid omits $|k|>\pi/h$, which costs about $(1/\pi)\int_{\pi/h}^{\infty}2k^{-2}\,dk=2h/\pi^2$, or $0.009$ at the finest spacing. This accounts for the difference. The values with the well are short by nearly the same amount: 1215 points give $0.8935$, and the limit of zero spacing is about $0.8965$, some $0.009$ above the value for 405 points. The small solver error therefore does not mean that the grid error is equally small.

\subsection{Checks and conditions of validity}

At $n=135$, tests confirmed over eight steps that \eqref{eq:pcg} agrees with the plain method written literally in the $M$ inner product, and with ordinary conjugate gradients using either $M^{1/2}$ or the Cholesky factor. Among the first six residuals, the largest normalized overlap is $5\times10^{-14}$ for the $z_i$ in the $M$ inner product, but $0.89$ for the $r_i$ in the ordinary one. Using ordinary dot products with $B$ gives a relative energy error of $8.9\times10^{-5}$ at step 6, against $5.7\times10^{-5}$ for \eqref{eq:pcg}. The loss then grows: reaching $10^{-8}$ takes 14 steps instead of 9. The ratio $\|B-B^T\|/\|B\|$, which is only $0.013$ in the Frobenius norm, gives no warning of this, because most eigenvalues of $B$ are close to one and dominate $\|B\|$. Relative to $\|B-I\|$ the asymmetry is $0.155$.

Finite termination was tested by adding a rank-two positive term to $M$ and using the sum as $A$. There are then three distinct $\mu_i$. The relative error is $0.63$ after two steps and $4\times10^{-14}$ after three.

The derivation needs $M$ to be symmetric, positive definite and the same at every step. If $M$ is indefinite, $r^Tz$ can vanish for $r\ne0$, and $\beta$ is then undefined. If $M$ is not symmetric, $u^TMv$ is not an inner product; if $M$ changes between steps, neither $B$ nor the inner product stays fixed. In both cases the steps \eqref{eq:zproof} and \eqref{eq:pproof} no longer apply to \eqref{eq:pcg}, and the short recurrence loses its justification. If $A$ is indefinite, as it becomes here when $E$ lies strictly between the lowest and highest eigenvalues of $T+V$, $p^TAp$ can vanish and $\phi$ has no minimum. Finally, the orthogonality relations and finite termination are statements of exact arithmetic; rounding errors can erode them in long runs. The numerical output gives the remaining intermediate values.

\section*{Computed values}
\begin{verbatim}
Two-by-two system, exact fractions (dimensionless)
step 0: x=(0, 0) r=(1, 0)
step 0: z=(1, 0) p=(1, 0)
step 1: x=(1/2, 0) r=(0, -1/2)
step 1: z=(0, -1/4) p=(1/8, -1/4)
alpha_0, beta_0, alpha_1 = 1/2 1/8 4/3
x after step 2, M inner product = (2/3, -1/3)
ordinary dot: alpha_0, beta_0, alpha_1 = 1/2 1/16 4/3
x after step 2, ordinary dot = (7/12, -1/3)
b - A x after step 2, ordinary dot = (1/6, 1/12)
box 18.0 bohr, depth 1.0 hartree, width 2.0 bohr
energy -1.25 hartree, source at 2.0 bohr
grid-independent bound on kappa(M^-1 A) = 5.0000
steps below: relative energy-norm error at most 1e-8
n=45, h=0.40000 bohr: kappa(A)=64.40, kappa(M^-1 A)=2.8647
  mu_min=0.34908, mu_max=1.00000; steps plain=32, PCG=9
  G(source,source)=0.81597, free z0=0.55248 1/(hartree bohr)
n=135, h=0.13333 bohr: kappa(A)=576.57, kappa(M^-1 A)=2.8647
  mu_min=0.34908, mu_max=1.00000; steps plain=99, PCG=9
  G(source,source)=0.86946, free z0=0.60548 1/(hartree bohr)
n=405, h=0.04444 bohr: kappa(A)=5220.62, kappa(M^-1 A)=2.8647
  mu_min=0.34908, mu_max=1.00000; steps plain=308, PCG=10
  G(source,source)=0.88745, free z0=0.62345 1/(hartree bohr)
free continuum G=0.63246 1/(hartree bohr)
n=135: relative ordinary asymmetry of B=0.01291
largest normalized overlap: z in M=4.8e-14, p in A=4.7e-14
largest normalized ordinary overlap of r=0.89399
Chebyshev factor per step=0.25721
step 1: relative energy error=2.600e-01, bound=5.144e-01
step 2: relative energy error=8.792e-02, bound=1.323e-01
step 3: relative energy error=2.387e-02, bound=3.403e-02
step 4: relative energy error=4.843e-03, bound=8.753e-03
step 5: relative energy error=5.918e-04, bound=2.251e-03
step 6: relative energy error=5.657e-05, bound=5.791e-04
step 7: relative energy error=3.476e-06, bound=1.489e-04
step 8: relative energy error=2.226e-07, bound=3.831e-05
step 6 with ordinary dot: relative energy error=8.878e-05
rank-two change of M: relative error after 2 steps=6.310e-01, after 3=3.9e-14
\end{verbatim}
